\section*{Ring averaging, two channels, and long mean free paths in metallic tubes}

\section{One defect on one chain}

Consider an infinite chain of sites with hopping $J$ between neighbours, all site energies equal to $e_0$ except at site $0$, where the energy is $e_0+w$. In atomic units $\hbar=1$. A wave $e^{i\theta j}$ on the clean chain has energy $E=e_0+2J\cos\theta$ and speed $|s|$ in sites per unit time, where $s=2J\sin\theta$.

Send in a wave of unit amplitude:
\begin{equation}
\psi_j=e^{i\theta j}+r e^{-i\theta j}\ (j\le 0),\qquad
\psi_j=c\,e^{i\theta j}\ (j\ge 0).
\end{equation}
The two forms agree at $j=0$, so $r=c-1$. The equation at site $0$ is
\begin{equation}
(E-e_0-w)c=J(\psi_1+\psi_{-1})
=J\left[2c\,e^{i\theta}+e^{-i\theta}-e^{i\theta}\right].
\end{equation}
Inserting $E-e_0=J(e^{i\theta}+e^{-i\theta})$ and collecting the terms in $c$ gives $c(-is-w)=-is$. Therefore
\begin{equation}
r=c-1=-\frac{w}{w+is},\qquad |r|^2=\frac{w^2}{s^2+w^2}\simeq\frac{w^2}{s^2}.
\label{eq:one}
\end{equation}
The last form holds for $|w|\ll |s|$. Weak disorder reflects in proportion to its square, and fast electrons are reflected less. Near its band crossing, a metallic armchair tube behaves like two such chains, coupled only by the disorder, with a $w$ that shrinks as the tube widens.

\section{First contribution: the ring average}

Take an armchair $(n,n)$ honeycomb tube with one orbital per atom, nearest-neighbour hopping $-t$ and lattice constant $a$. Its atoms lie in rows around the circumference, $a/2$ apart along the axis, each with $n$ atoms of sublattice $A$ and $n$ of sublattice $B$. Every atom has one neighbour in its own row and one in each adjacent row, all on the other sublattice.

The doughnut states are the uniform ring states
\begin{equation}
|A_j\rangle=\frac{1}{\sqrt n}\sum_{i\in A,\,\mathrm{row}\,j}|i\rangle,\qquad
|B_j\rangle=\frac{1}{\sqrt n}\sum_{i\in B,\,\mathrm{row}\,j}|i\rangle .
\end{equation}
Between $A_j$ and $B_j$ there are $n$ bonds, each contributing $-t/n$, so the matrix element is $-t$. The same count gives $-t$ between $A_j$ and $B_{j\pm1}$. The combinations $(|A_j\rangle\pm|B_j\rangle)/\sqrt2$ then form two uncoupled chains with on-site energy $\mp t$ and hopping $\mp t$:
\begin{equation}
E_\pm=\mp t(1+2\cos\theta),\qquad \theta=\frac{ka}{2}.
\end{equation}
They cross at $E=0$, where $\cos\theta=-1/2$ and $|\sin\theta|=\sqrt3/2$. With the Fermi level there, both chains have
\begin{equation}
|s|=2t|\sin\theta|=\sqrt3\,t,\qquad
v=\left|\frac{dE}{dk}\right|=\frac a2|s|=\frac{\sqrt3}{2}ta .
\label{eq:v}
\end{equation}

Now give the atoms independent random energies $\epsilon_i$ of mean zero and variance $\sigma^2$. A doughnut state feels only the average over its ring:
\begin{equation}
\bar\epsilon_A=\frac1n\sum_{i\in A}\epsilon_i,\qquad
\langle\bar\epsilon_A^2\rangle=\frac{1}{n^2}\,n\sigma^2=\frac{\sigma^2}{n},
\end{equation}
and likewise for $B$. In the basis of the two chains, the energy within each chain is $(\bar\epsilon_A+\bar\epsilon_B)/2$ and the coupling between them is $(\bar\epsilon_A-\bar\epsilon_B)/2$. Since $\bar\epsilon_A$ and $\bar\epsilon_B$ are independent, each has variance $(\sigma^2/n+\sigma^2/n)/4=\sigma^2/(2n)$.

Reflection within a chain follows from (\ref{eq:one}). For the coupling $W$ between chains, the incident wave acts as a source of strength $W$ at one site of the other chain. The outgoing response $g\,e^{i\theta|j|}$, with $\theta$ now the outgoing phase of that chain, obeys $(E-e_0)g-2Jg\,e^{i\theta}=W$. Hence $g=W/(-is)$ and $|g|^2=W^2/s^2$. Because the speeds are equal, this is also the reflected fraction of the current. One row therefore reflects
\begin{equation}
R_{\mathrm{row}}=2\cdot\frac{\sigma^2/(2n)}{3t^2}=\frac{\sigma^2}{3nt^2}.
\end{equation}
To leading order the amplitudes from different rows add. Their cross terms average to zero because the rows are independent, so the probabilities add. A length $L$ contains $2L/a$ rows. Defining $\ell$ by a reflection probability $L/\ell$ per incoming channel for $L\ll\ell$,
\begin{equation}
\frac L\ell=\frac{2L}{a}\,\frac{\sigma^2}{3nt^2}
\quad\Longrightarrow\quad
\ell=\frac32\,na\,\frac{t^2}{\sigma^2}.
\end{equation}
The circumference is $\pi d=\sqrt3\,na$, so $na=\pi d/\sqrt3$ and
\begin{equation}
\boxed{\ \ell=\frac{\sqrt3\,\pi}{2}\,d\,\frac{t^2}{\sigma^2}\ }
\label{eq:main}
\end{equation}
The path is linear in diameter and inverse in disorder variance. The prefactor belongs to the definition of $\ell$ just given.

That the ring averages cause the reflection can be tested by altering the disorder. In a $(5,5)$ tube with $\sigma=0.12\,t$ and $L=120\,a$, the mean reflection summed over both channels is $0.377$ for a set of 80 samples. Subtracting the ring averages from the same site energies leaves $0.005$, about $1.4\%$ of it. The first-order amplitude is then zero, and what remains comes from higher orders, through virtual excursions into non-uniform ring states. Conversely, at $\sigma=0.06\,t$ a chain that retains only the ring averages follows the full tube sample by sample, with a correlation of $0.998$ between the transmissions.

\section{The same law for other chiralities}

Ring states of other metallic tubes can carry a phase around the circumference, so the plain average is not the general mechanism. What carries over is the even spread of the electron. On the honeycomb lattice the Bloch Hamiltonian couples only $A$ to $B$, through some $f(\mathbf k)$. Its eigenstates have sublattice amplitudes $(1,\pm f^*/|f|)/\sqrt2$, so each of the $N$ atoms carries weight $1/N$. For two such states,
\begin{equation}
\langle|V|^2\rangle=\sum_i\sigma^2|\psi_i|^2|\psi_i'|^2
=N\frac{\sigma^2}{N^2}=\frac{\sigma^2}{N}.
\end{equation}
Phases drop out because the site energies are independent.

The speed at the crossing is also common to all directions. With bond vectors $\boldsymbol\delta_i$ of length $b=a/\sqrt3$ at angles $\varphi_i=2\pi i/3$, the three terms of $f$ at a crossing point $K$ have relative phases $e^{i\varphi_i}$ (or their conjugates at $K'$) and cancel. To first order in the displacement $\mathbf q$,
\begin{equation}
|f|=t\left|\sum_i e^{i\varphi_i}\,\mathbf q\cdot\boldsymbol\delta_i\right|
=\frac{3b}{2}t|\mathbf q|=\frac{\sqrt3}{2}ta|\mathbf q| .
\end{equation}
Here $\mathbf q\cdot\boldsymbol\delta_i=\frac b2(Qe^{-i\varphi_i}+Q^*e^{i\varphi_i})$ with $Q=q_x+iq_y$; the first term sums to $3bQ/2$ and the second to zero.

In a metallic tube the allowed wavevectors pass through $K$ and $K'$, each of which supplies one right-mover and one left-mover. There are thus two left-moving final channels, each with $L/(2\pi v)$ states per unit energy. An atom occupies area $\sqrt3a^2/4$, so there are $\nu=N/L=4\pi d/(\sqrt3a^2)$ atoms per unit length. The golden rule gives
\begin{align}
\frac1\tau&=2\pi\,\frac{\sigma^2}{\nu L}\,\frac{2L}{2\pi v}=\frac{2\sigma^2}{\nu v},\\
\ell&=v\tau=\frac{\nu v^2}{2\sigma^2}
=\frac{1}{2\sigma^2}\,\frac{4\pi d}{\sqrt3a^2}\,\frac{3t^2a^2}{4}
=\frac{\sqrt3\pi}{2}d\frac{t^2}{\sigma^2}.
\end{align}
Single-defect calculations on complete armchair and zigzag tubes agree with this to better than $0.1\%$. For the $(12,0)$ zigzag tube, $\ell\sigma^2/t^2$ is $10.393\,a$ against $10.392\,a$ from the formula.

\section{Second contribution: the channel count stays at two}

The factor $1/N$ appears for any state spread evenly over the length and cross-section of a wire, so averaging alone cannot explain the growth of $\ell$. The number of final channels must also be followed.

Let there be $M$ right-moving channels, and normalize $|\psi|^2$ per unit length. A defect of energy $u$ on atom $i$ scatters channel $\alpha$ into $\beta$ with probability $u^2|\psi_\alpha(i)|^2|\psi_\beta(i)|^2/(v_\alpha v_\beta)$ to leading order. Write $S=\sum_\alpha|\psi_\alpha(i)|^2/v_\alpha$ for the right-movers. Time reversal gives the left-movers the same sum, so the local density of states per atom is $\rho=2S/(2\pi)$, or $S=\pi\rho$. The reflection summed over all channels is $u^2(\pi\rho)^2$. When all atoms are equivalent, a length $L$ reflects $\nu L\sigma^2(\pi\rho)^2$ in total. Setting this equal to $ML/\ell$ defines the channel-averaged path
\begin{equation}
\ell=\frac{M}{\nu\,\sigma^2(\pi\rho)^2}.
\label{eq:M}
\end{equation}
At the crossing $M=2$ and $\pi\rho=2/(\nu v)$, which returns $\nu v^2/(2\sigma^2)$. There $\rho$ falls as $1/d$. At a fixed energy away from the crossing, $\rho$ instead approaches the value of a flat sheet as the tube widens, apart from peaks at subband edges, while $M$ and $\nu$ both grow as $d$. The path then saturates.

At energy $0.7\,t$, armchair tubes with $n=6$, $10$ and $14$ have 6, 10 and 14 channels, and $\ell\sigma^2/t^2$ is $1.53\,a$, $1.36\,a$ and $1.27\,a$. The diameter more than doubles, yet the path does not grow. The dependence on $n$ is a sawtooth rather than a smooth trend: by (\ref{eq:M}) the path rises while the channel count is fixed and drops when a new subband opens, for example from $2.4\,a$ at $n=8$ to $0.9\,a$ at $n=9$. For very wide tubes it settles near $1.0\,a$, with dips whenever the energy lies just above a subband edge. At the crossing the $n=14$ tube would have $1.5\times14\,a=21\,a$.

The favourable energy window is found by giving the ring state a phase. For circumferential wavenumber $\kappa=2\pi m/(3bn)$,
\begin{align}
f&=-t\left(e^{i\kappa b}+2\cos\theta\,e^{-i\kappa b/2}\right),\\
|f|^2&=t^2\left(1+4\cos\theta\cos\tfrac{\pi m}{n}+4\cos^2\theta\right).
\end{align}
The minimum over $\theta$ lies at $\cos\theta=-\frac12\cos(\pi m/n)$ and equals $t^2\sin^2(\pi m/n)$. The next subbands, $m=\pm1$, therefore open at $t\sin(\pi/n)$, about $\pi t/n$ for large $n$. For $n=10$ the count rises from 2 to 6 across this edge. A wider tube has a longer path but a narrower window.

\section{Third contribution: the range of the disorder}

Suppose the potential varies slowly on the scale of $a$. Then $\bar\epsilon_A\simeq\bar\epsilon_B$ in each row, and the coupling $(\bar\epsilon_A-\bar\epsilon_B)/2$ nearly vanishes. Within one chain, the first-order reflection amplitude is proportional to $\sum_jw_je^{2i\theta j}$ with $2\theta=\pm4\pi/3$. These phases cancel over every three rows when $w_j$ is smooth.

On the pair of doughnut chains, a ring-uniform Gaussian bump of height $0.1\,t$ and standard deviation $4\,a$, cut off close to five standard deviations on each side, gives a reflection of order $10^{-13}$. Even this tiny value comes mainly from the small steps at the cut ends, not from the smooth bump itself. In this bump the $A$ and $B$ energies of a row are equal, so the coupling between chains is exactly zero and the example illustrates only the cancellation within each chain. The same values, scrambled among the sublattice rings and given random signs, reflect $0.089$ on average; scrambled atom by atom in an $(n,n)$ tube they would reflect about $1/n$ of this, by the ring average. Equation (\ref{eq:main}) describes short-range disorder, the less favourable of these two cases, and should not be applied to smooth potentials.

\section{From mean free path to conductance}

For longer tubes, first assume that phases between successive scatterings are averaged out. Let $I_+$ and $I_-$ be the right- and left-going currents summed over both channels, in units where each full channel carries one. Backscattering gives
\begin{equation}
\frac{dI_+}{dx}=\frac{dI_-}{dx}=-\frac{I_+-I_-}{\ell}.
\end{equation}
The difference $T=I_+-I_-$ is constant. With $I_+(0)=2$ and $I_-(L)=0$, we have $I_+(L)=T$, and integration gives $2-T=TL/\ell$, so
\begin{equation}
T=\frac{2}{1+L/\ell},\qquad G=\frac{2e^2}{h}\,T,
\end{equation}
where $T$ is per spin and the factor 2 in $G$ counts spins.

Coherent random $(5,5)$ tubes agree with this while $L/\ell$ is small. At $L/\ell=0.230$ the mean is $1.632\pm0.010$ against $1.625$. Halving $\sigma$ gives $1.895\pm0.003$ against $1.891$. The scattering measure $2/T-1$ changes by a factor $4.07$ between them, close to the leading-order value 4.

Long coherent samples depart from the law. For doughnut chains with $L/\ell=6$, the typical transmission (the exponential of the mean logarithm) is $0.043$, whereas the phase-averaged law gives $0.286$. This compares a typical value with an average and does not measure a decay length, but it shows that a typical coherent sample with $L\gg\ell$ transmits far less than the law predicts. The law discards interference between repeated reflections and should not be used there.

\section{Weighing the factors in a micron-long tube}

Take a $(10,10)$ model tube with round parameters $t=3$ eV, $a=2.5$ angstrom and $\sigma=0.15$ eV. Its diameter is $\sqrt3\times10\times2.5/\pi=13.78$ angstrom, and
\begin{equation}
\ell=\underbrace{1.5\times2.5}_{3.75}\times\underbrace{10}_{n}
\times\underbrace{(3/0.15)^2}_{400}=15000\ \text{angstrom}=1.5\ \text{micron}.
\end{equation}
This is about 1090 diameters. The larger factor, 400, comes from disorder that is weak compared with the hopping. The circumference supplies the factor 10. Doubling $\sigma$ would cut the path to a quarter, so the micron path of this tube rests on weak disorder as well as on a Fermi level inside the two-channel window.

The spread of one sublattice-ring average is $0.15/\sqrt{10}=0.047$ eV, about $5\%$ of the next subband edge at $0.927$ eV, so a two-channel description is reasonable. For $L=10000$ angstrom, $L/\ell=0.667$ and the phase-averaged transmission is $2/1.667=1.20$ per spin, or $60\%$ of the ballistic value.

These figures concern elastic scattering by site disorder alone. Phonons, random bonds, curvature, electron interactions and any contact resistance beyond the quantum value $h/(4e^2)$ are absent from the model. A real tube conducts over microns only if those effects also permit it. The numerical output below gives the values behind the comparisons.

\section*{Table of computed values}
\begin{verbatim}
Model tests: energies in t, lengths in a
Bloch velocity: 0.8662 t a
One-defect path, as ell*(sigma/t)^2 in a:
  armchair n=4: d=2.205 a, computed 6.001 a, formula 6.000 a
  armchair n=8: d=4.411 a, computed 11.999 a, formula 12.000 a
  armchair n=12: d=6.616 a, computed 17.998 a, formula 18.000 a
  zigzag n=6: d=1.910 a, computed 5.197 a, formula 5.196 a
  zigzag n=12: d=3.820 a, computed 10.393 a, formula 10.392 a
Same quantity at energy 0.7 t:
  armchair n=6: 6 channels, path 1.527 a
  armchair n=10: 10 channels, path 1.358 a
  armchair n=14: 14 channels, path 1.272 a
n=10 channels 2% below/above edge: 2/6
Random armchair n=5, L=120 a, 300 samples:
  sigma=0.12 t: L/ell=0.2304, mean T=1.6321 +- 0.0099, formula 1.6255
  sigma=0.06 t: L/ell=0.0576, mean T=1.8951 +- 0.0033, formula 1.8911
  scattering ratio on doubling sigma: 4.073
  tube/averaged-chain T correlation (0.06 t): 0.9976
  reflection at 0.12 t, first 80 samples: 0.3770
  same samples, ring averages removed: 0.00518
Ring-uniform bump, height 0.1 t, width 4 a:
  reflection smooth 1.1e-13, scrambled 0.0894
Coherent chain, L/ell=6.00: typical T=0.0428, phase-averaged law 0.2857
Worked example: armchair (10,10) model tube
  hopping t: 3.00 eV
  lattice constant a: 2.50 angstrom
  site-energy spread sigma: 0.150 eV
  diameter d: 13.78 angstrom
  spread of one sublattice-ring average: 0.0474 eV
  next subband edge: 0.927 eV
  mean free path: 15000 angstrom
  mean free path: 1.500 micron
  mean free path / diameter: 1088
  tube length L: 10000 angstrom
  phase-averaged transmission per spin at L: 1.200
\end{verbatim}
